# Closed-Shell Hartree–Fock Gradients and the Energy-Weighted Density

## Definitions and conventions

Hartree atomic units are used. The basis functions \(\chi_\mu\) are real, linearly independent and centred on nuclei. They move rigidly with their nuclei, with fixed exponents and contraction coefficients. The integrals are

\[
S_{\mu\nu}=\langle\mu|\nu\rangle,\qquad h_{\mu\nu}=\langle\mu|\hat h|\nu\rangle,\qquad
\hat h=-\tfrac12\nabla^2+\sum_B v_B,\qquad v_B=-\frac{Z_B}{|\mathbf r-\mathbf R_B|},
\]

\[
(\mu\nu|\lambda\sigma)=\iint \frac{\chi_\mu(\mathbf r_1)\chi_\nu(\mathbf r_1)\,\chi_\lambda(\mathbf r_2)\chi_\sigma(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d\mathbf r_1 d\mathbf r_2 .
\]

The square matrix \(C=(C_o\;C_v)\) holds the occupied and virtual orbital coefficients, with \(C^TSC=1\). Each occupied orbital holds two electrons, so the density matrix carries a factor 2:

\[
P=2C_oC_o^T .
\]

The repulsion integrals enter through the combination

\[
A_{\mu\nu,\lambda\sigma}=(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma),\qquad
G_{\mu\nu}(P)=\sum_{\lambda\sigma}A_{\mu\nu,\lambda\sigma}P_{\lambda\sigma},\qquad F=h+G(P).
\]

With \(V_{nn}\) the nuclear repulsion, the energy of the determinant is

\[
E=\mathrm{Tr}(Ph)+\tfrac12\mathrm{Tr}[P\,G(P)]+V_{nn}. \tag{1}
\]

A superscript \(X\) denotes the derivative with respect to one nuclear Cartesian coordinate. On an integral it includes the motion of the basis functions and of the nuclear attraction operator. On \(P\) it denotes the response of the density matrix, which the final formula must avoid.

## Result and its conditions

For a converged solution,

\[
\boxed{E^X=\sum_{\mu\nu}P_{\mu\nu}h^X_{\mu\nu}
+\tfrac12\sum_{\mu\nu\lambda\sigma}P_{\mu\nu}P_{\lambda\sigma}A^X_{\mu\nu,\lambda\sigma}
-\sum_{\mu\nu}W_{\mu\nu}S^X_{\mu\nu}+V^X_{nn},\qquad W=\tfrac12PFP} \tag{2}
\]

Two properties of the solution are needed. Orthonormality fixes the occupied-occupied part of the density response. The occupied-virtual part is in general not zero, but stationarity removes its first-order contribution to the energy. Orthonormality alone is in general not sufficient.

The derivation also assumes that the solution belongs to a branch along which \(P\) is differentiable. The solution need not be a minimum of the energy with respect to the orbitals. A calculation that jumps between SCF solutions does not follow such a branch. The derivation further uses a square \(C\). Discarding combinations of basis functions with geometry-independent coefficients does no harm, since the retained combinations form a smaller basis to which the derivation applies. If nearly dependent combinations are instead removed by diagonalizing \(S\) at each geometry, the orbitals are stationary only within the retained space, whose coefficients change with the geometry. Equation (2) is then in general not the exact slope, even if the number removed stays fixed.

## Separating the explicit and response terms

Vary \(P\) in (1) at fixed integrals. The one-electron term gives \(\mathrm{Tr}(h\,\delta P)\). The two-electron term is quadratic in \(P\), so its variation has two parts:

\[
\tfrac12\sum\left(\delta P_{\mu\nu}A_{\mu\nu,\lambda\sigma}P_{\lambda\sigma}+P_{\mu\nu}A_{\mu\nu,\lambda\sigma}\delta P_{\lambda\sigma}\right).
\]

These are equal because \(A_{\mu\nu,\lambda\sigma}=A_{\lambda\sigma,\mu\nu}\), which follows from exchanging the two electrons in the Coulomb integral and from exchanging the orbitals within each charge cloud in the exchange integral. The factor \(\tfrac12\) therefore cancels:

\[
\delta E=\mathrm{Tr}(h\,\delta P)+\mathrm{Tr}[G(P)\,\delta P]=\mathrm{Tr}(F\,\delta P). \tag{3}
\]

Along the solution branch both the integrals and \(P\) change, so the chain rule gives

\[
E^X=\mathrm{Tr}(Ph^X)+\tfrac12\sum P_{\mu\nu}P_{\lambda\sigma}A^X_{\mu\nu,\lambda\sigma}+V^X_{nn}+\mathrm{Tr}(FP^X). \tag{4}
\]

The explicit two-electron term keeps its factor \(\tfrac12\), because there the integrals are differentiated and not the two density matrices. What remains is to evaluate \(\mathrm{Tr}(FP^X)\) without knowing \(P^X\).

## What orthonormality determines

From \(C_o^TSC_o=1\),

\[
PSP=4C_o(C_o^TSC_o)C_o^T=4C_oC_o^T=2P. \tag{5}
\]

This holds at every geometry, so it may be differentiated:

\[
P^XSP+PS^XP+PSP^X=2P^X. \tag{6}
\]

Define the response and the overlap derivative in the orbital basis at the reference geometry:

\[
D=C^TSP^XSC,\qquad s=C^TS^XC .
\]

Since \(C^TSC=1\), the inverse of \(C\) is \(C^TS\). Hence \(CC^TS=1\) and \(P^X=CDC^T\). Likewise \(P=CnC^T\), where \(n\) is diagonal with entries 2 for occupied and 0 for virtual orbitals. Multiply (6) by \(C^TS\) on the left and \(SC\) on the right. Every product \(C^TSC\) becomes the unit matrix, leaving

\[
Dn+nsn+nD=2D. \tag{7}
\]

Its blocks are

\[
\begin{aligned}
oo:&\quad 2D_{oo}+4s_{oo}+2D_{oo}=2D_{oo}&&\Rightarrow\quad D_{oo}=-2s_{oo},\\
vv:&\quad 0=2D_{vv}&&\Rightarrow\quad D_{vv}=0,\\
vo:&\quad 2D_{vo}=2D_{vo}&&\Rightarrow\quad D_{vo}\text{ is not determined.}
\end{aligned} \tag{8}
\]

The occupied-occupied response compensates for the changing overlap of the basis functions. The block \(D_{vo}\) describes a change of the space spanned by the occupied coefficient vectors, the columns of \(C_o\). The occupied functions also change because the basis functions move, even when \(D_{vo}=0\). Finding \(D_{vo}\) analytically would require solving the linear response equations.

## What stationarity removes

Mix virtual orbitals into the occupied ones with a small matrix \(\kappa\), at fixed geometry:

\[
C_o\rightarrow(C_o+C_v\kappa)(1+\kappa^T\kappa)^{-1/2}.
\]

The overlap of the columns of \(C_o+C_v\kappa\) is \(1+\kappa^T\kappa\), because \(C_o^TSC_v=0\). The last factor thus restores orthonormality, and it differs from unity only in second order. To first order,

\[
\delta P=2\left(C_v\kappa C_o^T+C_o\kappa^TC_v^T\right).
\]

Insert this into (3), with \(F_{ov}=C_o^TFC_v\) and \(F_{vo}=F_{ov}^T\). The two terms are transposes of each other and have equal traces with the symmetric matrix \(F\):

\[
\delta E=2\,\mathrm{Tr}(F_{ov}\kappa)+2\,\mathrm{Tr}(F_{vo}\kappa^T)=4\,\mathrm{Tr}(F_{ov}\kappa).
\]

A stationary energy requires this to vanish for every \(\kappa\), so

\[
F_{vo}=0. \tag{9}
\]

The matrix form used to monitor convergence is equivalent. Transforming \(FPS-SPF\) with \(C^T\) and \(C\) gives \(\bar Fn-n\bar F\), where \(\bar F=C^TFC\). Its \(oo\) and \(vv\) blocks vanish identically, and its \(vo\) block is \(2F_{vo}\). Thus \(FPS=SPF\) is the same condition as (9).

## The energy-weighted density

Insert \(P^X=CDC^T\) into the response term:

\[
\begin{aligned}
\mathrm{Tr}(FP^X)&=\mathrm{Tr}(\bar FD)\\
&=\mathrm{Tr}(F_{oo}D_{oo})+2\,\mathrm{Tr}(F_{ov}D_{vo})+\mathrm{Tr}(F_{vv}D_{vv}).
\end{aligned} \tag{10}
\]

The factor 2 collects the \(ov\) and \(vo\) blocks, which contribute equally because \(\bar F\) and \(D\) are symmetric. The second term vanishes by (9) and the third by (8). With \(D_{oo}=-2s_{oo}\) and \(s_{oo}=C_o^TS^XC_o\),

\[
\begin{aligned}
\mathrm{Tr}(FP^X)&=-2\,\mathrm{Tr}(F_{oo}C_o^TS^XC_o)\\
&=-\mathrm{Tr}\left[(2C_oF_{oo}C_o^T)S^X\right].
\end{aligned} \tag{11}
\]

The matrix in parentheses is \(W\), since

\[
\tfrac12PFP=\tfrac12(2C_oC_o^T)F(2C_oC_o^T)=2C_o(C_o^TFC_o)C_o^T=2C_oF_{oo}C_o^T. \tag{12}
\]

Hence \(\mathrm{Tr}(FP^X)=-\mathrm{Tr}(WS^X)\), and (4) becomes (2). For canonical orbitals \(F_{oo}\) is diagonal and

\[
W=2\sum_{i\in o}\varepsilon_i\,c_ic_i^T .
\]

The form \(PFP/2\) needs no canonical orbitals. Its prefactor belongs to the doubly occupied \(P\). If the code stores \(R=P/2\), then \(W=2RFR\).

## Derivative integrals

Let \(X\) be the \(x\) coordinate of nucleus \(A\), and let \(\partial_x\) act on the electron coordinate. A function on \(A\) depends on \(\mathbf r-\mathbf R_A\), so \(\partial\chi_\mu/\partial X=-\partial_x\chi_\mu\). Let \(a_\mu=1\) if \(\chi_\mu\) sits on \(A\), and 0 otherwise. Then

\[
S^X_{\mu\nu}=-a_\mu\langle\partial_x\mu|\nu\rangle-a_\nu\langle\mu|\partial_x\nu\rangle. \tag{13}
\]

The core Hamiltonian has the same two terms and one from the moving attraction operator. Since \(v_A\) also depends on \(\mathbf r-\mathbf R_A\), \(\partial v_A/\partial X=-\partial_xv_A\). Integration by parts gives

\[
\int\chi_\mu\chi_\nu\frac{\partial v_A}{\partial X}\,d\mathbf r
=-\int\chi_\mu\chi_\nu\,\partial_xv_A\,d\mathbf r
=\langle\partial_x\mu|v_A|\nu\rangle+\langle\mu|v_A|\partial_x\nu\rangle.
\]

The surface term at infinity vanishes because the basis functions decay. On a sphere of radius \(\epsilon\) around the nucleus it is at most of order \(\epsilon^2/\epsilon=\epsilon\), so it also tends to zero. Therefore

\[
h^X_{\mu\nu}=-a_\mu\langle\partial_x\mu|\hat h|\nu\rangle-a_\nu\langle\mu|\hat h|\partial_x\nu\rangle
+\langle\partial_x\mu|v_A|\nu\rangle+\langle\mu|v_A|\partial_x\nu\rangle. \tag{14}
\]

The last two terms are present for all pairs \(\mu\nu\), including pairs with no function on \(A\). The electron repulsion operator does not depend on the nuclei, so its integrals have function derivatives only:

\[
\begin{aligned}
(\mu\nu|\lambda\sigma)^X=&-a_\mu(\partial_x\mu\,\nu|\lambda\sigma)-a_\nu(\mu\,\partial_x\nu|\lambda\sigma)\\
&-a_\lambda(\mu\nu|\partial_x\lambda\,\sigma)-a_\sigma(\mu\nu|\lambda\,\partial_x\sigma).
\end{aligned} \tag{15}
\]

Finally, differentiating \(Z_AZ_B/R_{AB}\) gives

\[
V^X_{nn}=-Z_A\sum_{B\ne A}Z_B\frac{x_A-x_B}{R_{AB}^3}. \tag{16}
\]

If the basis functions were fixed in space, all \(a_\mu\) would be zero. Then \(S^X\) and the repulsion derivatives would vanish, leaving the expectation value of \(\partial v_A/\partial X\) plus (16), which is the Hellmann–Feynman expression. The other terms account for the motion of the basis.

## Worked example: distorted CO2

The numbers below are for restricted Hartree–Fock with the 6-31G basis, which has 27 functions here; 11 orbitals are occupied. This level omits electron correlation and has a large finite-basis error. The O1 \(x\) gradient found below, 0.145 Eh/bohr, becomes 0.194 with 6-31G* and 0.200 with cc-pVTZ, a force of about \(-10\) instead of \(-7.5\) eV/Å. The digits shown test the formula; they are not a prediction for the molecule. The chosen positions, in bohr, are C \((0,0,0)\), O1 \((2.40,0,0)\) and O2 \((-2.20,0.30,0)\). The molecule is bent, and its bond lengths are 2.400 and 2.220 bohr. It is not at equilibrium.

For the \(x\) coordinate of O1, (16) can be evaluated by hand. The O–O distance satisfies \(R^2=4.60^2+0.30^2=21.25\), so

\[
V^X_{nn}=-8\left[\frac{6}{2.40^2}+\frac{8(4.60)}{21.25^{3/2}}\right]
=-8(1.04167+0.37567)=-11.3387 .
\]

With the computed electronic terms, in Eh/bohr,

\[
E^X=26.73525-14.54733-0.70372-11.33871=0.14549 .
\]

The terms are the one-electron, two-electron, overlap and nuclear contributions, in the order of (2). Large terms cancel, and without the overlap term the sum would be 0.84921 Eh/bohr. The force is \(-E^X=-0.14549\) Eh/bohr, or \(-7.481\) eV/Å. It points from O1 towards carbon and so shortens the longer bond.

A four-point finite difference of energies, reconverged at each displaced geometry, also gives 0.14549 Eh/bohr. Over all six in-plane coordinates the largest absolute deviation from (2) is \(6.7\times10^{-10}\) Eh/bohr.

The density response is not small. For this coordinate, with the canonical orbitals as \(C\), the largest element of \(D_{oo}\) is 0.330 bohr\(^{-1}\) in magnitude, and that of \(D_{vo}\) is 0.466 bohr\(^{-1}\). Yet \(\mathrm{Tr}(FP^X)\), computed from differences of converged densities, is \(-0.70372\) Eh/bohr, equal to the overlap term. The occupied-virtual block \(D_{vo}\) of the density response is large, but it has no first-order effect on the energy.

## When the determinant is not stationary

The derivation used (9) at the reference geometry only. Any smooth orthonormal continuation of the converged determinant therefore has the same first derivative, whatever its \(D_{vo}\). One such continuation is

\[
C(X)=S(X)^{-1/2}S_0^{1/2}C_0,
\]

where the subscript 0 marks the reference geometry. It is orthonormal because \(C(X)^TS(X)C(X)=C_0^TS_0C_0=1\). The orbitals are not reoptimized at the displaced geometry, yet the slope for O1 is again 0.14549 Eh/bohr.

If \(F_{vo}\ne0\) at the reference, the second term of (10) survives. The slope along the chosen continuation is then

\[
E^X=E^X_{(2)}+2\,\mathrm{Tr}(F_{ov}D_{vo}), \tag{17}
\]

where \(E^X_{(2)}\) is the right-hand side of (2), with \(F\) built from the same nonstationary \(P\). As a test, orbitals were taken from one diagonalization of a Fock matrix built from a guessed density (atomic densities projected from a minimal basis; the numbers depend on this choice), then carried along by the same orthonormalization. Their energy lies 0.153 Eh above the SCF energy, and the largest \(|F_{vo}|\) element is 0.140 Eh. The largest failure among the six coordinates occurs for \(x\) of O2, where (17) reads, in Eh/bohr,

\[
0.07255=0.02139+0.05116 .
\]

These orbitals are orthonormal, but the formula without the last term gives less than a third of the slope. For a nonstationary determinant the slope depends on the continuation. If the occupied orbitals are orthonormalized among themselves only, \(C_o(X)=C_{o,0}\,[C_{o,0}^TS(X)C_{o,0}]^{-1/2}\), then \(P^X=-2C_os_{oo}C_o^T\), so \(D_{vo}=0\) and the slope is the value of (2), 0.02139 Eh/bohr. Only at a stationary point do all continuations share one slope.

The same analysis sets the convergence requirement. Let the orbitals differ from the stationary ones, at every geometry along the branch, by a small occupied-virtual mixing \(\kappa\) that varies slowly, so that its derivative along the branch is also of first order in the size of \(\kappa\). The first-order energy change \(4\,\mathrm{Tr}(F_{ov}\kappa)\) vanishes at each stationary point, so the energy and its slope along this displaced branch differ from the exact ones only in second order in \(\kappa\). In (17), however, the residual \(F_{ov}\) of the displaced orbitals is of first order in \(\kappa\), and \(D_{vo}\) equals the response of the exact branch up to first-order terms. Hence (2), evaluated with the displaced density, differs from the exact gradient by \(-2\,\mathrm{Tr}(F_{ov}D_{vo})\) plus second-order terms. An orthonormality-preserving error in \(P\) thus changes the energy in second order, but it generally changes the value of (2) in first order. An energy that has settled is therefore weaker evidence for an accurate gradient than a small \(FPS-SPF\).

## Implementation checks

**Prefactor of \(W\).** From (12), \(\mathrm{Tr}(WS)=2\,\mathrm{Tr}F_{oo}\), which is twice the sum of the occupied orbital energies. In the example it is \(-119.867\) Eh. It is not the total energy, which is \(-187.496\) Eh.

**Net force.** Translating all nuclei together leaves every integral unchanged, so the gradient summed over atoms must vanish. This cannot reveal a missing or misscaled overlap term, because \(S^X\) summed over atoms vanishes by itself. In the example the \(x\) components of \(-\mathrm{Tr}(WS^X)\) for C, O1 and O2 are

\[
-0.12433-0.70372+0.82805=0\ \text{Eh/bohr}.
\]

**Torque.** The sum \(\sum_A(x_Ag_{Ay}-y_Ag_{Ax})\), with \(g\) the gradient, must also vanish when the energy is unchanged by rotating the nuclear framework. The basis functions translate with their nuclei but do not rotate. The energy is still invariant if the functions on each centre form complete shells, whose span is closed under rotation; 6-31G satisfies this. The overlap term alone contributes

\[
2.40(0.005915)+\left[-2.20(-0.105528)-0.30(0.828048)\right]=-0.00206\ \text{Eh}.
\]

Omitting it would leave a torque sum of \(+0.00206\) Eh, so here this check does detect the error.

**Finite differences.** To compare (2) with the slope of the SCF energy curve, reconverge each displaced energy on the same solution branch. Carrying the converged orbitals along with orthonormalization, as in the preceding section, gives the same first derivative but not the same curve. Comparing the derivative integrals with differences of the integrals themselves separates an error in (13)–(16) from an error in the density contractions. The numerical check makes both comparisons.

## Calculated quantities

```
CO2, RHF/6-31G; energies in Eh, gradients in Eh/bohr
C position (bohr): 0.00 0.00 0.00
O1 position (bohr): 2.40 0.00 0.00
O2 position (bohr): -2.20 0.30 0.00
C-O1, C-O2 distances (bohr): 2.4000, 2.2204
basis functions, occupied orbitals: 27, 11
SCF energy (Eh): -187.49550617
HOMO, LUMO energies (Eh): -0.532443, 0.124612
Tr(PS), electrons: 22.00000000
Tr(WS) (Eh): -119.86693598
difference step (bohr): 0.005
coordinate: one-electron, two-electron, -Tr(W S^X), nuclear
C x: 2.90356459, -1.56128989, -0.12432504, -1.31369467
C y: -2.86774897, 1.42978171, 0.09961252, 1.31550382
O1 x: 26.73525140, -14.54732719, -0.70372258, -11.33871342
O1 y: -0.56293126, 0.36869756, 0.00591523, 0.19600305
O2 x: -29.63881598, 16.10861708, 0.82804762, 12.65240809
O2 y: 3.43068023, -1.79847927, -0.10552775, -1.51150687
coordinate: analytic total, difference of reconverged energy
C x: -0.09574501, -0.09574501
C y: -0.02285091, -0.02285091
O1 x: 0.14548821, 0.14548821
O1 y: 0.00768458, 0.00768458
O2 x: -0.04974320, -0.04974320
O2 y: 0.01516634, 0.01516634
max gradient deviation (Eh/bohr): 6.7e-10
max net force, torque (Eh/bohr, Eh): 7.5e-15, 6.3e-12
max integral-derivative deviations S,h,ERI,Vnn (a.u.): 4.2e-11, 7.6e-10, 1.5e-10, 8.8e-10
O1 x: Tr(F P^X) from density differences (Eh/bohr): -0.70372258
O1 x: max |D_oo|, max |D_vo| (1/bohr): 0.329706, 0.466102
max errors of D_oo, D_vv rules (1/bohr): 1.9e-09, 5.3e-10
max error of Tr(F P^X) identity (Eh/bohr): 2.8e-09
O1 x: slope with carried SCF orbitals (Eh/bohr): 0.14548821
max deviation, carried SCF orbitals (Eh/bohr): 1.6e-09
one-diagonalization energy above SCF (Eh): 0.15318644
max |F_vo|, SCF and rough orbitals (Eh): 9.9e-15, 0.139995
rough orbitals, largest failure at: O2 x
true slope, W formula, missing vo term (Eh/bohr): 0.07255087, 0.02139293, 0.05115793
max error of missing-term prediction (Eh/bohr): 1.8e-09
force on O1 along x (Eh/bohr): -0.14548821
force on O1 along x (eV/angstrom): -7.48130
```
